# Does a retarding planar sheath collimate Maxwellian electrons before a trench?

## Question

I am trying to understand charging damage during plasma etching of narrow trenches. The sheath above the wafer repels electrons, so an electron reaches the surface only if its velocity component toward the wafer is large. Such electrons travel nearly along the surface normal. It seems to follow that the sheath acts as a collimator and that the electrons entering a trench form a fairly directed, energetic group, much as the ions do.

Is that right for Maxwellian electrons and a planar sheath? What velocity distribution arrives at the trench mouth, and how much does the answer matter for the charge reaching the bottom and for the gate oxide under it?

## Answer

Your selection argument is correct at the sheath edge, but the selected electrons must still cross the sheath. The retarding field removes normal velocity and leaves transverse velocity alone, so it widens their directions. For a Maxwellian the two effects cancel.

### Setting and conventions

Let $z$ point toward the wafer. An electron's potential energy rises steadily from zero at the sheath edge to $eV>0$ at the wall. The sheath is static, planar and collisionless, and the wall absorbs electrons. I write $T$ for temperature in energy units, $m$ for the electron mass and $\eta=eV/T$. The electrons entering the sheath, with $v_{0z}>0$, have

$$
f_0=n_0\left(\frac{m}{2\pi T}\right)^{3/2}
\exp\left[-\frac{m(v_x^2+v_y^2+v_{0z}^2)}{2T}\right].
$$

Here $n_0$ is the density of the complete Maxwellian. The actual edge density is slightly smaller, because electrons that would have returned with normal energy above $eV$ were absorbed. The missing share is $\tfrac12\mathrm{erfc}\sqrt\eta$.

### The distribution at the wall

The field has no transverse component, so $v_x$ and $v_y$ are conserved. Let $\varepsilon=mv_{0z}^2/2$ be the normal energy at the edge and $k=mv_z^2/2$ that at the wall. Energy conservation gives

$$
k=\varepsilon-eV .
$$

Differentiating at fixed $V$ gives $v_z\,dv_z=v_{0z}\,dv_{0z}$. In a steady state, the electrons entering in a small velocity class per unit area and time equal those arriving in the corresponding class:

$$
f_{\rm wall}\,v_z\,dv_z\,dv_x\,dv_y
=f_0\,v_{0z}\,dv_{0z}\,dv_x\,dv_y .
$$

The factors other than $f$ cancel, so $f_{\rm wall}=f_0$ along an orbit. Now put $mv_{0z}^2/2=mv_z^2/2+eV$ into the Maxwellian:

$$
f_{\rm wall}=n_0e^{-\eta}\left(\frac{m}{2\pi T}\right)^{3/2}
\exp\left[-\frac{m(v_x^2+v_y^2+v_z^2)}{2T}\right],
\qquad v_z>0 .
$$

For $v_z<0$ it vanishes, because nothing returns from the wall. This is a half-Maxwellian with the original temperature. The potential has changed its amplitude alone.

Half of the Gaussian is present, so the wall density is $n_0e^{-\eta}/2$. The flux is

$$
\Gamma_e=n_0e^{-\eta}\sqrt{\frac{m}{2\pi T}}
\int_0^\infty v_ze^{-mv_z^2/2T}dv_z
=n_0e^{-\eta}\sqrt{\frac{T}{2\pi m}},
$$

since the integral equals $T/m$. Because $v_z\,dv_z=dk/m$, the normal energies in the flux have probability density $e^{-k/T}/T$, with mean $T$. The two transverse directions add $T/2$ each, so an arriving electron carries $2T$ on average, whatever the value of $V$.

### Where the collimation goes

Let $\varepsilon_\perp=m(v_x^2+v_y^2)/2$. The angle $\theta$ from the normal obeys $\tan^2\theta=\varepsilon_\perp/k$ at the wall and $\tan^2\theta_0=\varepsilon_\perp/\varepsilon$ at the edge. Since $k<\varepsilon$, every transmitted electron with transverse motion has been bent away from the normal.

The transverse energy has probability density $e^{-\varepsilon_\perp/T}/T$, so it exceeds $k\tan^2\theta$ with probability $e^{-k\tan^2\theta/T}$. With $q=k/T$, the fraction of the wall flux outside $\theta$ is

$$
P_{\rm wall}(>\theta)=\int_0^\infty e^{-q(1+\tan^2\theta)}dq
=\frac{1}{1+\tan^2\theta}=\cos^2\theta .
$$

Thus $\sin^2\theta$ of the flux lies within $\theta$, the same law as for the whole flux entering the sheath. For the same transmitted electrons, seen earlier at the edge, the normal energy in units of $T$ is $q+\eta$:

$$
P_{\rm edge}(>\theta)=\int_0^\infty e^{-q}e^{-(q+\eta)\tan^2\theta}dq
=e^{-\eta\tan^2\theta}\cos^2\theta .
$$

The extra exponential is the collimation you had in mind. It describes the successful electrons before they have paid the energy $eV$.

An accelerating sheath behaves differently. If every particle gains normal energy $\eta T$, the last integral describes the particles at the wall, and they really are collimated. That is why ions arrive directed.

### Conditions on the result

Unchanged angles require less than a Maxwellian. If the entering distribution is isotropic, $f_0=F(E)$ with $E$ the kinetic energy, the wall distribution is $F(E+eV)$, which is isotropic over the forward half-space. The $\sin^2\theta$ law survives. The energy distribution generally changes; the exponential is special because a shift in energy merely multiplies it by a constant.

If the entering electrons have different normal and transverse temperatures, $T_z$ and $T_\perp$, the same integration gives

$$
P_{\rm wall}(>\theta)=\frac{1}{1+(T_z/T_\perp)\tan^2\theta}.
$$

The spread then differs from the cosine law, but it is still independent of $V$. With $T_\perp/T_z=0.5$, for example, 40% of the flux lies within $30^\circ$ instead of 25%.

The shape of the potential does not matter as long as no point inside the sheath is more repulsive than the wall. If there were an interior barrier $W_{\max}>eV$, wall electrons with $k<W_{\max}-eV$ would be missing, and the remaining flux would be narrower. Collisions also invalidate the orbit argument. A static transverse field changes $v_x$ and $v_y$, but it need not change the result: for isotropic entering electrons, $f$ depends only on total energy, so the wall law survives if every orbit arriving there leads back to the plasma.

### A numerical case

Take rough values for a low-pressure argon etch plasma: $T=3$ eV, $n_0=10^{11}\ \mathrm{cm^{-3}}$ and a floating wafer. Ions of mass $M$ enter the sheath at the Bohm speed $\sqrt{T/M}$. Equal electron and ion fluxes require

$$
e^{-\eta}\sqrt{\frac{T}{2\pi m}}=\sqrt{\frac TM}
\quad\Rightarrow\quad
\eta=\frac12\ln\frac{M}{2\pi m}=4.68 .
$$

Hence $V=4.68\times3=14.0$ V, and the transmitted fraction of the entering electron flux is $e^{-4.68}=0.0093$. The mean energy at the wall is still $2T=6$ eV.

Within $30^\circ$ of the normal lies $\sin^2 30^\circ=25\%$ of the wall flux. At the edge, the same electrons had $1-0.75e^{-4.68/3}=84\%$ within that angle. Their median angle, found by setting each $P(>\theta)$ to one half, opens from $19^\circ$ at the edge to $45^\circ$ at the wall.

### What reaches the trench bottom

Consider a long trench of width $w=250$ nm and depth $d=500$ nm, so $A=d/w=2$. Count electrons that reach the bottom without touching a sidewall. An electron entering at a random position across the opening drifts sideways by $|v_x|t$ during its flight time $t$, so it succeeds with probability $1-|v_x|t/w$, or zero if this is negative.

Let $b=w/(t\sqrt{2T/m})$ and $s=v_x/\sqrt{2T/m}$. Averaging over the Gaussian in $v_x$ gives

$$
g(b)=\int_{-b}^{b}\left(1-\frac{|s|}{b}\right)\frac{e^{-s^2}}{\sqrt\pi}ds
=\mathrm{erf}\,b-\frac{1-e^{-b^2}}{b\sqrt\pi}.
$$

In an uncharged trench $t=d/v_z$, so $b=\sqrt q/A$. The electron fraction is $\tau=\int_0^\infty e^{-q}g\,dq$. Integrating the error-function term by parts gives

$$
\int_0^\infty e^{-q}\,\mathrm{erf}\frac{\sqrt q}{A}\,dq
=\frac{1}{A\sqrt\pi}\int_0^\infty
\frac{e^{-q(1+1/A^2)}}{\sqrt q}dq=\frac1{\sqrt{1+A^2}} .
$$

The other term is

$$
\frac{A}{\sqrt\pi}\int_0^\infty
\frac{e^{-q}-e^{-q(1+1/A^2)}}{\sqrt q}dq
=A-\frac{A^2}{\sqrt{1+A^2}} .
$$

Subtracting,

$$
\tau=\sqrt{1+A^2}-A=0.236\quad(A=2).
$$

If the electrons kept their edge directions, $b$ would be $\sqrt{q+\eta}/A$, and numerical integration gives $0.55$. The collimation picture therefore overstates direct electron arrival by a factor of 2.3.

Ions enter with normal energy $E_i=eV+T/2=15.5$ eV, the second term being their Bohm energy. With a rough transverse temperature $T_i=0.05$ eV, $b_i=\sqrt{E_i/T_i}/A=8.8$ and $g(b_i)=0.936$. The ion current density at the mouth is $J_i=en_0\sqrt{T/M}=4.31\ \mathrm{mA/cm^2}$. The bottom initially receives a net positive current

$$
J_i(0.936-0.236)=3.02\ \mathrm{mA/cm^2}.
$$

With edge directions it would be $1.68\ \mathrm{mA/cm^2}$.

### The gate oxide

Suppose the bottom is an isolated conductor over 5 nm of oxide of equal area, with the substrate at the potential of the trench mouth. The substrate is treated as a metal, so all of $U$ falls across the oxide; in silicon, band bending would take a share. I also assume that a large conducting area exposed to the plasma elsewhere supplies the substrate with the electrons that tunnel away. With little such area, the steady current would be much smaller. As the bottom charges to $+U$, it attracts electrons. For a uniform field in the trench, $t=2d/(v_{\rm in}+v_{\rm out})$, and therefore

$$
b=\frac{\sqrt q+\sqrt{q+eU/T}}{2A},\qquad
b_i=\frac{\sqrt{E_i}+\sqrt{E_i-eU}}{2A\sqrt{T_i}} .
$$

Charging stops when tunnelling from the substrate supplies the missing electrons. For a barrier $\phi$, oxide field $F$ and tunnelling mass $m^*$, the semiclassical exponent at the Fermi energy is

$$
\frac2\hbar\int_0^{\phi/eF}\sqrt{2m^*(\phi-eFx)}\,dx
=\frac{4\sqrt{2m^*}\,\phi^{3/2}}{3\hbar eF}\equiv\frac BF .
$$

An electron with normal energy $\delta$ below the Fermi energy sees the barrier $\phi+\delta$. To first order this multiplies the transmission by $e^{-\delta/\Delta}$, with $\Delta=e\hbar F/(2\sqrt{2m^*\phi})$. A cold free-electron emitter supplies $m\delta\,d\delta/(2\pi^2\hbar^3)$ electrons per area and time. Since $\int_0^\infty\delta e^{-\delta/\Delta}d\delta=\Delta^2$,

$$
J_{\rm FN}=\frac{em\Delta^2}{2\pi^2\hbar^3}e^{-B/F}
=\frac{e^3mF^2}{16\pi^2\hbar m^*\phi}\,e^{-B/F},
$$

the Fowler–Nordheim law. With rough values $\phi=3.1$ eV and $m^*=0.42m$, $B=242$ MV/cm. Solving numerically for equal net plasma and tunnelling currents gives $U=4.9$ V, or $F=9.9$ MV/cm. At that point the electron fraction is 0.325 and the ion fraction 0.930, so $4.31(0.930-0.325)=2.61\ \mathrm{mA/cm^2}$ passes through the oxide. These digits belong to the model. In a two-dimensional electrostatic field, which also reaches above the mouth, the electron fraction at this $U$ is about 0.36–0.38, depending on the sidewall potential. At fixed ion fraction the current is then about $2.4$–$2.5\ \mathrm{mA/cm^2}$. An emitter at 300 K lowers $F$ to 9.8 MV/cm. A transverse ion temperature of 0.2 or 0.5 eV lowers the current to 2.3 or $2.0\ \mathrm{mA/cm^2}$, with $F$ still near 9.8 MV/cm.

With relative permittivity 3.9, the stored charge is $3.4\ \mathrm{\mu C/cm^2}$. Supplying it at the initial rate would take 1.1 ms; the actual time in this model is longer, because the net current falls as $U$ rises.

The field is much less sensitive to electron angles than the current is. From the tunnelling law, $d\ln J_{\rm FN}/d\ln F=2+B/F\approx27$. Even removing all electrons at fixed ion fraction would raise the current by a factor $0.930/0.605=1.54$, but the field by only about 2%. This does not make the current harmless: oxide wear depends on the charge passed as well as on the field. A field near 10 MV/cm is also close to breakdown, so the steady state calculated here assumes that the oxide remains intact.

### How far this applies to a reactor

The plasma density and electron temperature are typical in size for low-pressure etching, not measurements of a particular tool. The floating wafer is a simplification: wafers are usually rf-biased during trench etching, which gives the ions more energy and makes them more directed than here. One assumption open to doubt is the Maxwellian tail, because the wall samples just the electrons with normal energy above $eV$. Suppose inelastic collisions make an isotropic distribution fall more steeply above 11.6 eV, as $e^{-E/T_t}$ where $T_t=2$ eV, with the bulk and the ion flux held fixed. Flux balance then gives $V=11.6$ V; its agreement with the break energy is a coincidence of these inputs. The mean wall energy becomes $2T_t=4$ eV instead of 6 eV, while the angular law and the uncharged-trench fraction 0.236 remain. I have not recalculated the oxide stress for this case.

Electron collisions in the sheath are a smaller correction here. Child's law, $J_i=\tfrac49\epsilon_0\sqrt{2e/M}\,V^{3/2}/s^2$, gives a sheath thickness $s=0.10$ mm. At 10 mTorr and 300 K, a rough electron cross section of $1.5\times10^{-19}\ \mathrm{m^2}$ gives a mean free path of 21 mm, so $s$ is about 0.5% of it. Child's law omits the electron charge in the sheath. Including it makes this floating sheath roughly two to four times thicker, if its edge is placed where the electron potential energy is between $0.5T$ and $0.1T$. That is still only about 1–2% of the electron mean free path. Ions collide more often: with a rough cross section of $10^{-18}\ \mathrm{m^2}$ their mean free path is 3.1 mm, so about a tenth of them would collide in the thicker sheath. The ion fractions above omit this.

Radio-frequency modulation need not change the shape either. If the drop varies slowly as $V+V_1\sin\omega t$ with $V_1\le V$, so that it never accelerates electrons, each instant contributes a half-Maxwellian of temperature $T$, and the mean flux is multiplied by $I_0(eV_1/T)$, the average of $e^{-(eV_1/T)\sin\omega t}$. For $V_1=6$ V this is 2.28 at fixed $V$. On a floating wafer the mean drop would rise by $T\ln 2.28=2.5$ V to restore the flux balance, again without changing the shape. I also integrated Newton's equation at 13.56 MHz, with fixed $s$, a potential proportional to $(z/s)^{4/3}$ and 16 entry phases. The mean normal energy at the wall was 3.00 eV, equal to $T$ at this precision.

Inside the trench, two effects are omitted. Negative charge on the upper sidewalls turns back slow electrons but also steers others away from the walls; in a two-dimensional field with only the upper quarter of the walls charged, the loss already wins at small charge. The fraction 0.236 falls to about 0.16 when the barrier on the trench axis is $0.5T$, and to about 0.10 when it is $T$. Reflection from the sidewalls would help some electrons reach the bottom: if 20% of sidewall impacts reflect, the uncharged-trench fraction rises by at most $0.2(1-0.236)=0.15$. That is too little to remove the initial positive charging in this example.
